# Biorthogonal self-consistent field for transcorrelated Hamiltonians and its two Brillouin conditions, part 2

Hartree atomic units are used, and orbitals are real. With $h=-\tfrac12\nabla^2-Z/r$ and a fixed, spin-independent $J=\sum_{i<j}u(r_{ij})$, the Coulomb Hamiltonian $H$ becomes the non-Hermitian $\tilde H=e^{-J}He^{J}$, with one-, two- and three-body terms $h$, $v=1/r_{12}-K$ and $w=-L$, where $u_{ij}=u(r_{ij})$ and

$$K(1,2)=\kappa(r_{12})+\nabla_1u_{12}\cdot\nabla_1+\nabla_2u_{12}\cdot\nabla_2,\qquad \kappa(s)=u''+\frac{2u'}{s}+u'^2,\tag{3}$$

$$L(1,2,3)=\nabla_1u_{12}\cdot\nabla_1u_{13}+\nabla_2u_{21}\cdot\nabla_2u_{23}+\nabla_3u_{31}\cdot\nabla_3u_{32}.\tag{4}$$

Determinants $X$ of $\chi_i$ and $\Phi$ of $\phi_i$ ($N$ spin orbitals each, from one $M$-dimensional space) are varied independently in

$$E[X,\Phi]=\frac{\langle X|\tilde H|\Phi\rangle}{\langle X|\Phi\rangle},\qquad\langle X|\Phi\rangle\neq0 .\tag{5}$$

Invertible mixing of either occupied set leaves $E$ unchanged. For an exact state $\Psi$, $\Phi=e^{-J}\Psi$ and $X=e^{J}\Psi$.

Labels $i,j,k$ are occupied, $a$ virtual, $p,q$ general; $\langle\chi_p|\phi_q\rangle=\delta_{pq}$, $P=\sum_i|\phi_i\rangle\langle\chi_i|$, $Q=1-P$. Integrals $h_{pq}$, $\langle pq|rs\rangle$ (of $v$) and $\langle pqr|stu\rangle$ (of $w$) have $\chi$ in the bra and $\phi$ in the ket; a double bar is the signed sum over ket permutations. Then

$$E=E_1+E_2+E_3=\sum_ih_{ii}+\tfrac12\sum_{ij}\langle ij||ij\rangle+\tfrac16\sum_{ijk}\langle ijk||ijk\rangle .\tag{8}$$

$$F_{pq}=h_{pq}+\sum_j\langle pj||qj\rangle+\tfrac12\sum_{jk}\langle pjk||qjk\rangle .\tag{9}$$

The operator $F=F[P]$ has elements $F_{pq}=\langle\chi_p|F|\phi_q\rangle$. With $\chi_a$ (or $\phi_a$) in slot $i$ of $X_i^a$ (or $\Phi_i^a$),

$$\langle X_i^a|\tilde H|\Phi\rangle=F_{ai},\qquad\langle X|\tilde H|\Phi_i^a\rangle=F_{ia},\qquad\langle X_i^a|\Phi\rangle=\langle X|\Phi_i^a\rangle=0,\tag{10}$$

For $c_{ia}=\langle\delta\chi_i|\phi_a\rangle$ and $d_{ai}=\langle\chi_a|\delta\phi_i\rangle$,

$$\delta E=\sum_{ia}\left(c_{ia}F_{ai}+F_{ia}d_{ai}\right)=\sum_i\langle\delta\chi_i|QF|\phi_i\rangle+\sum_i\langle\chi_i|FQ|\delta\phi_i\rangle .\tag{11}$$

$E$ is stationary exactly when

$$\langle X_i^a|\tilde H|\Phi\rangle=0\quad\text{and}\quad\langle X|\tilde H|\Phi_i^a\rangle=0\quad\text{for all }i,a;\tag{12}$$

If the blocks of $F$ are diagonalizable, $F_{pq}=\varepsilon_p\delta_{pq}$ there. In a basis with overlap matrix $\mathbf S$ and Fock matrix $\mathbf F$, with the coefficients of $\phi$ and $\chi$ in the columns of $\mathbf C_R$ and $\mathbf C_L$,

$$\mathbf F\mathbf C_R=\mathbf S\mathbf C_R\varepsilon,\qquad\mathbf C_L^T\mathbf F=\varepsilon\,\mathbf C_L^T\mathbf S,\qquad\mathbf C_L^T\mathbf S\mathbf C_R=1,\qquad\mathbf P=\mathbf C_R^{\rm occ}(\mathbf C_L^{\rm occ})^T .\tag{14}$$

The opening numbers are for beryllium with one orthonormal orbital set: $F_{ai}$ has norm $2\times10^{-11}\,E_h$ but $F_{ia}$ has $1.06\,E_h$, and the energy derivative with respect to $Z$ is $-8.427\,E_h$ against an expectation value of $-8.743\,E_h$.

### Spin summation and the total energy

The three-body term of (9) has six permutations of the ket $(q,j,k)$, transpositions with sign $-1$ and cycles with sign $+1$:

$$\langle pjk||qjk\rangle=\langle pjk|qjk\rangle-\langle pjk|jqk\rangle-\langle pjk|kjq\rangle-\langle pjk|qkj\rangle+\langle pjk|jkq\rangle+\langle pjk|kqj\rangle .$$

Exchanging electrons 2 and 3 gives $\langle pjk|kjq\rangle=\langle pkj|kqj\rangle$, which on renaming $j\leftrightarrow k$ under the sum is the second term. Likewise $\langle pjk|jkq\rangle=\langle pkj|jqk\rangle$ becomes the sixth. With the prefactor $\tfrac12$,

$$F^{(3)}_{pq}=\sum_{jk}\left[\tfrac12\langle pjk|qjk\rangle-\langle pjk|jqk\rangle-\tfrac12\langle pjk|qkj\rangle+\langle pjk|jkq\rangle\right].\tag{15}$$

Bra and ket spins must match for each electron. Let $p,q$ have spin $\sigma$. In the first term $j$ and $k$ have free spins. In the second $j$ has spin $\sigma$ and $k$ is free. In the third $j$ and $k$ share a spin, either one. In the fourth both have spin $\sigma$. For closed shells these cases count $4,2,2,1$, and the two-body terms count $2,1$, so over spatial orbitals and for either $\sigma$

$$F_{pq}=h_{pq}+\sum_j\left[2\langle pj|qj\rangle-\langle pj|jq\rangle\right]+\sum_{jk}\left[2\langle pjk|qjk\rangle-2\langle pjk|jqk\rangle-\langle pjk|qkj\rangle+\langle pjk|jkq\rangle\right].\tag{16}$$

Summing (9) over $p=q=i$ and comparing with (8) gives $\sum_i\varepsilon_i=E_1+2E_2+3E_3$ over spin orbitals, so

$$E=\sum_i\varepsilon_i-E_2-2E_3 .\tag{17}$$

### What follows from double stationarity

*Koopmans relation.* Delete $\chi_i$ and $\phi_i$ and freeze the rest. The remaining sets are biorthonormal, so (8) applies, and the difference consists of the terms containing $i$. The label can stand in either of two slots in $E_2$ and any of three in $E_3$, with equal values, which turns $\tfrac12$ into $1$ and $\tfrac16$ into $\tfrac12$:

$$E(N)-E(N-1;i)=F_{ii}=\varepsilon_i .\tag{18}$$

*Hellmann–Feynman theorem.* At fixed $J$ and fixed basis, $\partial\tilde H/\partial Z=-\sum_ir_i^{-1}$, because this operator commutes with $e^J$. The orbitals respond to $Z$, and (11) gives their contribution:

$$\frac{dE}{dZ}=-\operatorname{tr}(P\,r^{-1})+\sum_{ia}\left(F_{ai}\frac{dc_{ia}}{dZ}+F_{ia}\frac{dd_{ai}}{dZ}\right).\tag{19}$$

Under (12) the sum vanishes. Condition (12) is sufficient for this but not necessary. If $X=\Phi$ is imposed with orthonormal orbitals, then $c_{ia}=d_{ai}$, and the sum also vanishes where $E[\Phi,\Phi]$ is stationary, $F_{ai}+F_{ia}=0$. Such a point sees only the symmetric part of $\tilde H$ and in general meets neither condition of (12).

*One-body invariance.* Let $B$ be an invertible map of the basis space, $\hat B$ its action on all electrons, and $\tilde H'=\hat B^{-1}\tilde H\hat B$. The operator $\hat B$ maps the determinant of the $\phi$ to that of the $B\phi$, and $\hat B^{-1}$ acting leftwards maps $\chi$ to $B^{-T}\chi$. The overlap is unchanged. So $E'[\chi,\phi]=E[B^{-T}\chi,B\phi]$, and the two functionals have the same stationary values. A one-body correlation factor that maps the basis space to itself leaves the stationary energies unchanged. It is absorbed by the orbitals, which become $B^{-1}\phi$ and $B^{T}\chi$, so that $P\to B^{-1}PB$. A nonconstant multiplicative factor $e^{j(\mathbf r)}$ does not map a finite Gaussian basis to itself, so for such a factor the invariance holds only up to the incompleteness of the basis.

*Saddle character.* At a solution with energy $E_0$, replace $\chi_i\to\chi_i+t\chi_a$ and $\phi_i\to\phi_i\pm t\phi_a$ for one pair $i,a$. Then $X\to X+tX_i^a$ and $\Phi\to\Phi\pm t\Phi_i^a$ exactly. The overlap is $1\pm t^2$ by (10) and $\langle X_i^a|\Phi_i^a\rangle=1$. The numerator is $E_0+tF_{ai}\pm tF_{ia}\pm t^2(E_0+\Delta)$, with $\Delta=\langle X_i^a|\tilde H|\Phi_i^a\rangle-E_0$. By (12),

$$E-E_0=\frac{\pm t^2\Delta}{1\pm t^2}.\tag{20}$$

For $\Delta\neq0$ the energy rises along one direction and falls along the other. For $\Delta>0$ it goes to $-\infty$ on the lower sign as $t$ approaches $1$ from below, where the overlap vanishes. The solution is a saddle, and $E$ cannot be minimized. This holds for $J=0$ too, since it comes from the independence of $X$ and $\Phi$. Nothing in (5) makes $E_0$ an upper bound to the exact energy when $J\neq0$.

### The single-set scheme

Impose $X=\Phi$, take the occupied right eigenvectors of $F[P]$, orthonormalize them and build a symmetric $P$. At convergence $F$ maps the occupied space into itself, so $QFP=0$ and $F_{ai}=0$. In an orthonormal basis $F_{ia}=F_{ia}-F_{ai}=(F-F^T)_{ia}$, and no equation of the scheme sets this to zero. The scheme has $N(M-N)$ free parameters against $2N(M-N)$ conditions in (12). In (19) the term in $F_{ia}$ survives. Under the map $B$ the constraint becomes left orbitals $B^{-T}\phi$ and right orbitals $B\phi$, which for non-orthogonal $B$ is in general a different constraint, so the invariance is lost.

### Beryllium

The example is Be $1s^22s^2$, $Z=4$, with ten normalized Gaussians $g_\mu=N_\mu e^{-\alpha_\mu r^2}$, exponents from $0.05$ to $984.15\ \text{bohr}^{-2}$ in ratio $3$, and the Slater geminal $u=-e^{-\gamma s}/2\gamma$ with $\gamma=1.5\ \text{bohr}^{-1}$. Here $u'=\tfrac12e^{-\gamma s}$, and (3) gives $\kappa=e^{-\gamma s}/s-\tfrac\gamma2e^{-\gamma s}+\tfrac14e^{-2\gamma s}$, so $1/s-\kappa$ is finite at $s=0$. The three-body term is kept in full.

All integrals are radial. For a pair density $e^{-\eta r^2}$ with $\eta=\alpha_\mu+\alpha_\nu$, put $\mathbf r_2=\mathbf r-\mathbf s$, so that the exponent is $-\eta(r^2+s^2-2rs\cos\theta)$. The integral over $\cos\theta$ is $(e^{2\eta rs}-e^{-2\eta rs})/2\eta rs$, and the azimuth gives $2\pi$:

$$C_f(r)=\int f(|\mathbf r-\mathbf r_2|)\,e^{-\eta r_2^2}\,d^3r_2=\frac{\pi}{\eta r}\int_0^\infty s f(s)\left[e^{-\eta(r-s)^2}-e^{-\eta(r+s)^2}\right]ds .\tag{21}$$

The scalar part of $K$ is a radial integral of electron 1's pair density times $C_\kappa$. The average of $\nabla_1u_{12}$ over electron 2 is $C_u'(r)\,\hat{\mathbf r}$, and $\nabla g_\nu=-2\alpha_\nu r\,g_\nu\hat{\mathbf r}$, so the gradient part is a radial integral of the pair density times $-2\alpha_\nu r\,C_u'$. Each term of $L$ is a pair density times two factors $C_u'$.

The numerical check makes the following checks. For four electrons at one configuration, finite differences of $e^{-J}Te^{J}-T$, with $T$ the kinetic energy, acting on a test function and divided by it, give $-1.330619\,E_h$. Equations (3) and (4) give $-1.188654-0.141965=-1.330619\,E_h$. Five $K$ integrals are checked by relative-coordinate quadrature. One $L$ integral is $0.015038\,E_h$ from (21) and $0.015053\pm0.000028\,E_h$ by Monte Carlo. With $J=0$ the iteration reproduces an independent restricted Hartree–Fock energy, $-14.571305\,E_h$. Equations (8), (10) and (11) and the mixing invariance are checked against explicit antisymmetric four-particle tensors acted on by $\tilde H$, at a random unrestricted point where the gradients do not vanish and at both solutions.

At the biorthogonal solution all eigenvalues of $F$ are real. The largest same-spin elements of (12), computed from the tensors, are $7\times10^{-12}$ and $8\times10^{-12}\,E_h$, although $\|F-F^T\|=12.3\,E_h$ (Frobenius norm, one spin, orthonormalized basis). The two determinants differ: $\|P-P^T\|=0.161$, and their overlap after separate normalization is $0.9872$. Equation (8) gives

$$E=-19.101249+4.486861-0.003184=-14.61757\,E_h\ \ (-397.76\ \text{eV}).$$

With $\varepsilon_{1s}=-4.756673$ and $\varepsilon_{2s}=-0.311866\,E_h$ ($-8.49$ eV), the orbital sum is $2(-4.756673-0.311866)=-10.137078\,E_h$, and (17) gives $-10.137078-4.486861+2(0.003184)=-14.61757\,E_h$. The frozen three-electron energies reproduce both $\varepsilon_i$, as (18) requires. The Hartree–Fock values are $-4.732405$ and $-0.309327\,E_h$. Six decimals serve these internal checks and are no statement about the atom. In sixteen $s$ Gaussians (smallest exponent $0.03\ \text{bohr}^{-2}$, ratio $2.3$) the energy moves by $-0.0016\,E_h$, $dE/dZ$ by $-0.002\,E_h$ and $\varepsilon_{1s}$ by $-2\times10^{-4}\,E_h$. The lowering below Hartree–Fock, $\|P-P^T\|$ and the single-set norm of $F_{ia}$ keep the digits shown. $\|F-F^T\|$ doubles to $25\,E_h$ and the lowest virtual eigenvalue drops from $0.19$ to $0.07\,E_h$, so these two numbers, and $\Delta$ below, which is built on that virtual orbital, belong to the basis. The energy lies $0.046\,E_h$ ($1.26$ eV) below Hartree–Fock in the same basis, against a correlation energy of roughly $0.09\,E_h$. The value depends on $\gamma$, which was not optimized.

For $2s\alpha$ and the lowest virtual orbital ($\varepsilon=0.1927\,E_h$), $\Delta=0.298440\,E_h$. At $t=0.1$, (20) gives $0.01\Delta/1.01=+0.002955$ and $-0.01\Delta/0.99=-0.003015\,E_h$. At $t=0.9$ it gives $-0.81\Delta/0.19=-1.2723\,E_h$. The tensors return all three values. Another printed number would be impossible if the solution were the global minimum of (5): Hartree–Fock orbitals on both sides give $\langle\mathrm{HF}|\tilde H|\mathrm{HF}\rangle=-14.640665\,E_h$, which is $0.023\,E_h$ below the self-consistent value. At a saddle a lower energy is no sign of better orbitals.

The opening numbers can now be read. In the biorthogonal scheme the finite-difference $dE/dZ$ and $-\operatorname{tr}(Pr^{-1})$ are both $-8.425909\,E_h$. In the single-set scheme, where the norm of $F_{ia}$ over both spins is $1.06\,E_h$, they are $-8.426624$ and $-8.743354\,E_h$. By (19) the difference, $+0.3167\,E_h$ or $3.8\%$ of the finite-difference derivative, is the surviving term in $F_{ia}$. For exact states the biorthogonal weight is $X\Phi=\Psi^2$, while $\Phi^2=e^{-2J}\Psi^2$, and $-J$ is largest when electrons are close. That the same bias toward compact configurations explains the larger single-set $\langle r^{-1}\rangle$ for determinants is a conjecture consistent with the sign, not a tested result.

The single-set energy, $-14.618800\,E_h$, is only $0.0012\,E_h$ below the biorthogonal one. The single-set pair $(\Phi,\Phi)$ is a point of the functional (5), and by (11) and (12) $E-E_0$ is of second order in the distance from the stationary point, whereas $F_{ia}$ and $\operatorname{tr}(Pr^{-1})$ change at first order. This fixes the orders, not the coefficients, so the closeness of the energies is a fact about this example. The one-body invariance separates the schemes in the energy itself. When the Coulomb Hamiltonian is transformed with $B$ equal to the exponential of $0.2$ times the matrix of $e^{-r^2}$ in the orthonormalized basis, equations (14) return the Hartree–Fock energy to $4\times10^{-15}\,E_h$, the level of rounding, and the single-set scheme shifts it by $-1.9\times10^{-3}\,E_h$. With the multiplicative factor $\exp(0.2\,e^{-r^2})$ itself, which leaves the basis space, the biorthogonal shift is $-5\times10^{-5}\,E_h$ in ten functions and $-6\times10^{-6}\,E_h$ in sixteen, while the single-set shift stays at $-1.9\times10^{-3}\,E_h$.

## Computed results

```
Z = 4 
basis size = 10 s Gaussians
gamma = 1.50 1/bohr
smallest exponent = 0.05 1/bohr^2
exponent ratio = 3.0 
largest exponent = 984.15 1/bohr^2
pointwise exp(-J)T exp(J) - T on test function = -1.330619 Eh
pointwise -K part = -1.188654 Eh
pointwise -L part = -0.141965 Eh
L integral radial = 0.015038 Eh
L integral Monte Carlo = 0.015053 Eh
Monte Carlo sigma = 0.000028 Eh
E HF = -14.571305 Eh
eps 1s HF = -4.732405 Eh
eps 2s HF = -0.309327 Eh
<HF|Ht|HF> = -14.640665 Eh
E biorthogonal = -14.617571 Eh
E biorthogonal = -397.764 eV
E biorthogonal - E HF = -0.046266 Eh
E biorthogonal - E HF = -1.259 eV
E 1-body part = -19.101249 Eh
E 2-body part = 4.486861 Eh
E 3-body part = -0.003184 Eh
eps 1s = -4.756673 Eh
eps 2s = -0.311866 Eh
eps 2s = -8.486 eV
eps lowest virtual = 0.192697 Eh
max |Im eps| = 0.0e+00 Eh
sum of occupied spin-orbital eps = -10.137078 Eh
E(N)-E(N-1) frozen 1s = -4.756673 Eh
E(N)-E(N-1) frozen 2s = -0.311866 Eh
biorth max |<X_i^a|Ht|Phi>| = 6.9e-12 Eh
biorth max |<X|Ht|Phi_i^a>| = 7.7e-12 Eh
normalized overlap <X|Phi> = 0.987215 
Frobenius norm of P - P^T = 0.160893 
Frobenius norm of F - F^T = 12.339956 Eh
E single-set = -14.618800 Eh
E single-set - E biorthogonal = -0.001228 Eh
single-set norm of F_ai = 2.3e-11 Eh
single-set norm of F_ia = 1.059735 Eh
biorth dE/dZ finite difference = -8.425909 Eh
biorth -<1/r> = -8.425909 Eh
single-set dE/dZ finite difference = -8.426624 Eh
single-set -<1/r> = -8.743354 Eh
Delta (2s alpha -> lowest virtual) = 0.298440 Eh
E-E0 at t=0.1, sign + = 0.002955 Eh
E-E0 at t=0.1, sign - = -0.003015 Eh
E-E0 at t=0.9, sign - = -1.272298 Eh
one-body transform: biorth E - E HF = 3.6e-15 Eh
one-body transform: single-set E - E HF = -1.86e-03 Eh
```
